# Boundary-limited phonon free paths and the arctangent conductivity formula

## Boundary scattering with a quadratic intrinsic rate

Consider a model solid in which phonons at the top of the spectrum travel 16.7 nm between intrinsic scattering events. Add boundaries that limit every free path to at most 10 µm, six hundred times that distance. The thermal conductivity is still 6% below its bulk value. If it is measured at boundary lengths of 1 µm and 10 µm, and $1/\kappa$ is extrapolated linearly in $1/L$ to infinite size, the result is still almost 5% too low. Both numbers follow from the distribution of free paths that a quadratic scattering rate produces.

### The model and its conductivity integral

The solid is isotropic, with three acoustic branches of equal speed $v$, dispersion $\omega=vk$ and a cutoff $\omega_D$. Each mode relaxes independently towards local equilibrium at the rate

$$\frac1{\tau(\omega)}=A\omega^2+B,\qquad B=\frac vL. \tag{1}$$

The first term is intrinsic scattering. Its coefficient $A$ generally depends on temperature, so the temperature is held fixed. The second term is a boundary rate, independent of frequency. The length $L$ stands for the combined effect of geometry and surface roughness and need not equal a film thickness. Adding the two rates assumes that the processes act independently.

Let a weak temperature gradient $dT/dx$ be applied. In the steady state, the drift of phonons along the gradient balances relaxation:

$$v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}, \tag{2}$$

where $n_0$ is the equilibrium occupation and $\delta n$ the departure from it. Hence $\delta n=-\tau v_x(\partial n_0/\partial T)\,dT/dx$. The heat current density is $V^{-1}\sum\hbar\omega v_x\delta n$, with the sum over all modes in the volume $V$. Comparing it with $-\kappa\,dT/dx$ gives

$$\kappa=\frac1V\sum_{\text{modes}}c\,v_x^2\tau,\qquad c=\hbar\omega\frac{\partial n_0}{\partial T}. \tag{3}$$

For $\hbar\omega\ll k_BT$ the heat capacity of a mode is $c=k_B$. This classical value is used for all modes until the Bose correction is treated below.

By isotropy the average of $v_x^2$ over directions is $v^2/3$. The number of modes per unit volume in $dk$ is $3\cdot4\pi k^2dk/(2\pi)^3=3k^2dk/(2\pi^2)$. With $k=\omega/v$ this becomes $3\omega^2d\omega/(2\pi^2v^3)$, and equation (3) reads

$$\kappa=\int_0^{\omega_D}\frac{3\omega^2}{2\pi^2v^3}\,k_B\,\frac{v^2}{3}\,\tau\,d\omega
=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{A\omega^2+B}. \tag{4}$$

### The closed form

Define the crossover frequency $\omega_B=\sqrt{B/A}$, at which the two rates are equal. Taking $A$ out of the denominator and adding and subtracting $\omega_B^2$ in the numerator gives

$$\frac{\omega^2}{A\omega^2+B}=\frac1A\,\frac{\omega^2}{\omega^2+\omega_B^2}
=\frac1A\left(1-\frac{\omega_B^2}{\omega^2+\omega_B^2}\right). \tag{5}$$

Since $\int d\omega/(\omega^2+\omega_B^2)=\omega_B^{-1}\arctan(\omega/\omega_B)$,

$$\kappa=\frac{k_B}{2\pi^2vA}\left[\omega_D-\omega_B\arctan\frac{\omega_D}{\omega_B}\right]. \tag{6}$$

The intrinsic free path at the cutoff is $\Lambda_D=v/(A\omega_D^2)$. The ratio of cutoff to crossover frequency is then

$$u=\frac{\omega_D}{\omega_B}=\sqrt{\frac{A\omega_D^2L}{v}}=\sqrt{\frac L{\Lambda_D}}, \tag{7}$$

and equation (6) becomes

$$\boxed{\;\kappa=\kappa_0\left(1-\frac{\arctan u}{u}\right),\qquad \kappa_0=\frac{k_B\omega_D}{2\pi^2vA}.\;} \tag{8}$$

The classical heat capacity per volume is $C=k_B\int_0^{\omega_D}3\omega^2d\omega/(2\pi^2v^3)=k_B\omega_D^3/(2\pi^2v^3)$, so $\kappa_0=Cv\Lambda_D$. There is no factor 1/3 here because $\Lambda_D$ is the shortest intrinsic path, not an average one.

The bulk value $\kappa_0$ is finite. At $B=0$ the lifetime diverges as $\omega^{-2}$, but the number of modes vanishes as $\omega^2$, and every equal interval of frequency contributes equally to $\kappa$. The boundary rate is therefore not needed to make this conductivity finite. What it regularises is the free path. For an intrinsic rate proportional to $\omega^p$, the bulk integrand would be $\omega^{2-p}$, which is integrable at zero only for $p<3$. For $p\ge3$ the boundary rate would be needed for the conductivity as well.

### The free-path spectrum

The free path $\Lambda=v\tau$ follows from equation (1):

$$\Lambda(\omega)=\frac{v}{A\omega^2+B}=\frac{L}{1+\omega^2/\omega_B^2}. \tag{9}$$

It falls steadily from $L$ at zero frequency to $\Lambda_{\min}=L/(1+u^2)$ at the cutoff. Because it is monotonic, each $\Lambda$ in this range belongs to one frequency, $\omega=\omega_Bw$ with $w=\sqrt{L/\Lambda-1}$.

Let $K(\Lambda)\,d\Lambda$ be the conductivity carried by paths in $d\Lambda$. By equations (4) and (5), the conductivity per unit frequency is

$$\frac{d\kappa}{d\omega}=\frac{\kappa_0}{\omega_D}\,\frac{\omega^2}{\omega^2+\omega_B^2}
=\frac{\kappa_0}{\omega_D}\left(1-\frac\Lambda L\right), \tag{10}$$

where equation (9) was used in the form $\omega_B^2/(\omega^2+\omega_B^2)=\Lambda/L$. The change of variable needs

$$\left|\frac{d\omega}{d\Lambda}\right|=\frac{\omega_BL}{2\Lambda^2w}. \tag{11}$$

The modulus appears because $\omega$ decreases as $\Lambda$ grows. With $1-\Lambda/L=(\Lambda/L)w^2$, the product of (10) and (11) is

$$K(\Lambda)=\frac{\kappa_0}{2u\Lambda}\sqrt{\frac L\Lambda-1},\qquad \Lambda_{\min}\le\Lambda\le L. \tag{12}$$

The spectrum vanishes as a square root at $\Lambda=L$. Near zero frequency the path hardly varies, so the frequency range per unit path grows as $1/\omega$. The number of modes per unit frequency falls as $\omega^2$, however, and the product vanishes in proportion to $\omega$.

Paths shorter than $\Lambda$ belong to frequencies above $\omega_Bw$. Integrating (10) from $\omega_Bw$ to $\omega_D$ gives the accumulated conductivity

$$\kappa(<\Lambda)=\kappa_0\left[1-\frac wu-\frac{\arctan u-\arctan w}{u}\right]. \tag{13}$$

At $\Lambda=\Lambda_{\min}$ one has $w=u$ and the bracket is zero. At $\Lambda=L$ one has $w=0$ and equation (8) returns.

### From the intrinsic spectrum to the finite one

Without boundaries, the path is $\Lambda_0=v/(A\omega^2)$, so $\omega=\omega_D\sqrt{\Lambda_D/\Lambda_0}$. Since $d\kappa=\kappa_0\,d\omega/\omega_D$ in that case, the intrinsic spectrum is

$$K_0(\Lambda_0)=\frac{\kappa_0}{2}\,\sqrt{\Lambda_D}\,\Lambda_0^{-3/2},\qquad \Lambda_0\ge\Lambda_D. \tag{14}$$

Its integral converges to $\kappa_0$, but it has a long tail. Paths above $L$, for $L>\Lambda_D$, carry the fraction $\sqrt{\Lambda_D/L}=1/u$ of the bulk conductivity. The boundary rate multiplies each lifetime by $A\omega^2/(A\omega^2+B)=1/(1+\Lambda_0/L)$, so

$$\kappa=\int_{\Lambda_D}^{\infty}\frac{K_0(\Lambda_0)}{1+\Lambda_0/L}\,d\Lambda_0. \tag{15}$$

The substitution $\Lambda_0=\Lambda_D/s^2$, with $s=\omega/\omega_D$, turns $K_0\,d\Lambda_0$ into $\kappa_0\,ds$ and $\Lambda_0/L$ into $1/(u^2s^2)$. The integral becomes $\kappa_0\int_0^1u^2s^2/(1+u^2s^2)\,ds$, which is equation (8) again.

It is tempting to replace the smooth factor in (15) by a step that removes all intrinsic paths above $L$. This would give $\kappa/\kappa_0=1-1/u$. The true loss, with $t=us$, is

$$1-\frac\kappa{\kappa_0}=\frac1u\int_0^u\frac{dt}{1+t^2}
=\frac1u\left[\frac\pi4+\left(\arctan u-\frac\pi4\right)\right]. \tag{16}$$

For $u>1$, the first term comes from $t<1$, that is, from intrinsic paths above $L$. These modes lose $\pi/4$ of their contribution, not all of it. The second term comes from modes with shorter intrinsic paths, which the step would leave untouched.

### The mean free path

The mean path weighted by conductivity is $M=\kappa^{-1}\int\Lambda\,d\kappa$. In the bulk, with a lower frequency limit $\omega_{\min}$, the integral over the intrinsic path is

$$\frac{\kappa_0}{\omega_D}\int_{\omega_{\min}}^{\omega_D}\frac{v}{A\omega^2}\,d\omega
=\kappa_0\Lambda_D\left(\frac{\omega_D}{\omega_{\min}}-1\right), \tag{17}$$

which diverges as $\omega_{\min}\to0$. The bulk solid has a finite conductivity and an infinite mean path in this sense.

With boundaries, equations (9) and (10) give

$$\kappa M=\frac{\kappa_0L\omega_B^2}{\omega_D}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{(\omega^2+\omega_B^2)^2}. \tag{18}$$

Integrate by parts, taking $\omega$ as one factor and $\omega/(\omega^2+\omega_B^2)^2$, whose antiderivative is $-1/[2(\omega^2+\omega_B^2)]$, as the other:

$$\int_0^{\omega_D}\frac{\omega^2\,d\omega}{(\omega^2+\omega_B^2)^2}
=-\frac{\omega_D}{2(\omega_D^2+\omega_B^2)}+\frac{\arctan u}{2\omega_B}. \tag{19}$$

Inserting this and using $\omega_D=u\omega_B$,

$$M=\frac{\kappa_0}{\kappa}\,\frac{L}{2u}\left[\arctan u-\frac{u}{1+u^2}\right]. \tag{20}$$

For $L\gg\Lambda_D$ the bracket tends to $\pi/2$ and $\kappa$ to $\kappa_0$, so $M\to\pi L/(4u)=(\pi/4)\sqrt{L\Lambda_D}$. The mean path is the geometric mean of the two lengths, up to a factor, and keeps growing with $L$. It is therefore not a material constant, even when $\kappa$ has nearly reached its bulk value.

### Short and long boundary lengths

For $u\ll1$, the series $\arctan u=u-u^3/3+u^5/5-\dots$ gives

$$\frac{\kappa}{\kappa_0}=\frac{u^2}{3}-\frac{u^4}{5}+\dots,\qquad
\kappa\to\frac{\kappa_0L}{3\Lambda_D}=\frac{CvL}{3}. \tag{21}$$

All modes then have the path $L$, the intrinsic coefficient drops out, and the kinetic formula with its factor 1/3 appears.

For $u\gg1$, use $\arctan u=\pi/2-\arctan(1/u)=\pi/2-1/u+O(u^{-3})$:

$$\frac{\kappa}{\kappa_0}=1-\frac{\pi}{2u}+\frac1{u^2}+O(u^{-4}). \tag{22}$$

The leading deficit is $(\pi/2)\sqrt{\Lambda_D/L}$. It falls as $L^{-1/2}$: a hundredfold increase in $L$ reduces it by a factor of ten.

This slow decay spoils a linear extrapolation of $1/\kappa$ in $y=1/L$. To leading order $\kappa_0/\kappa=1+(\pi/2)\sqrt{\Lambda_Dy}$, whose slope is infinite at $y=0$. The straight line through the points $y_1<y_2$ of the function $\sqrt y$ meets the axis at

$$\sqrt{y_1}-y_1\frac{\sqrt{y_2}-\sqrt{y_1}}{y_2-y_1}
=\sqrt{y_1}-\frac{y_1}{\sqrt{y_1}+\sqrt{y_2}}
=\frac{\sqrt{y_1y_2}}{\sqrt{y_1}+\sqrt{y_2}}=\frac1{\sqrt{L_1}+\sqrt{L_2}}, \tag{23}$$

instead of at zero. The extrapolated conductivity $\kappa_{\rm lin}$ therefore obeys, to this order,

$$\frac{\kappa_0}{\kappa_{\rm lin}}\approx1+\frac\pi2\,\frac{\sqrt{\Lambda_D}}{\sqrt{L_1}+\sqrt{L_2}}, \tag{24}$$

and lies below the bulk value.

### The Bose correction

Set $x=\hbar\omega/(k_BT)$. Differentiating $n_0=1/(e^x-1)$ with respect to $T$ gives

$$\frac c{k_B}=\frac{x^2e^x}{(e^x-1)^2}=\left(\frac{y}{\sinh y}\right)^2,\qquad y=\frac x2, \tag{25}$$

where $y$ now denotes half the reduced frequency. Since $\sinh y\ge y$, the ratio is at most one. A lower bound follows from the partial-fraction series $1/\sinh^2y=\sum_n(y+in\pi)^{-2}$ over all integers $n$. Combining $n$ with $-n$ and multiplying by $y^2$,

$$\frac{y^2}{\sinh^2y}=1-2y^2\sum_{n=1}^\infty\frac{n^2\pi^2-y^2}{(n^2\pi^2+y^2)^2}. \tag{26}$$

With $a=n^2\pi^2$, each term is at most $1/a$, because $(a+y^2)^2-a(a-y^2)=3ay^2+y^4\ge0$. As $\sum1/(n^2\pi^2)=1/6$, the right side is at least $1-y^2/3$. Thus

$$1-\frac{x^2}{12}\le\frac c{k_B}\le1. \tag{27}$$

Let $x_D=\hbar\omega_D/(k_BT)$. The reduction of $\kappa$ is then at most $\kappa_0(x_D^2/12)\int_0^1s^4/(s^2+u^{-2})\,ds$. Dividing out the fraction, $s^4/(s^2+u^{-2})=s^2-u^{-2}+u^{-4}/(s^2+u^{-2})$, and integrating,

$$0\le\kappa-\kappa_{\rm Bose}\le\kappa_0\frac{x_D^2}{12}\left[\frac13-\frac1{u^2}+\frac{\arctan u}{u^3}\right]. \tag{28}$$

Relative to $\kappa$ itself, the bound is $x_D^2/12$ times the average of $s^2$ over $0<s<1$ with weight $s^2/(s^2+u^{-2})$. This average is 1/3 for $u\to\infty$, where the weight is constant, and rises to 3/5 for $u\to0$, where the weight is proportional to $s^2$. The relative bound therefore lies between $x_D^2/36$ for long $L$ and $x_D^2/20$ for short $L$, and the classical arctangent formula is accurate at every $L$ when $x_D^2/20$ is small. At low temperature the bound becomes useless, but the integral (4), with $k_B$ replaced by (25), can still be evaluated numerically.

### A worked example

Take round model parameters: $v=6000$ m/s, $\omega_D=6\times10^{13}$ rad/s, $A=10^{-16}$ s and $T=300$ K. The intrinsic rate at the cutoff is $A\omega_D^2=3.6\times10^{11}$ s⁻¹, so $\Lambda_D=6000/(3.6\times10^{11})$ m $=16.67$ nm. The heat capacity is $C=6.994\times10^5$ J/(m³ K), and $\kappa_0=Cv\Lambda_D=69.94$ W/(m K).

For $L=100$ nm the boundary rate is $6\times10^{10}$ s⁻¹ and $u=\sqrt{100/16.67}=2.449$, with $\arctan u=1.183$. Equation (8) gives

$$\frac\kappa{\kappa_0}=1-\frac{1.183}{2.449}=0.517,\qquad \kappa=36.2\ \text{W/(m K)}. \tag{29}$$

The step approximation would give $1-1/2.449=0.592$. By equation (16), modes with intrinsic paths above $L$ lose $0.785/2.449=0.321$ of the bulk conductivity, less than the 0.408 that the step removes. Modes with shorter intrinsic paths lose a further $0.398/2.449=0.162$, which the step ignores. The second error is the larger, so the step overestimates $\kappa$.

The free paths now run from $100/7=14.3$ nm to 100 nm. Equation (20) gives their mean,

$$M=\frac1{0.517}\,\frac{100\ \text{nm}}{2\times2.449}\left[1.183-\frac{2.449}{7}\right]=32.9\ \text{nm}. \tag{30}$$

The median, found by solving (13) numerically for half the total, is 26.6 nm. It lies below the mean because the spectrum (12) has its weight at short paths and a tail towards $L$. At $\Lambda=40$ nm, $w=\sqrt{1.5}=1.225$, and (13) assigns 73% of the conductivity to shorter paths.

The table gives results for four boundary lengths. The Bose values come from numerical quadrature of (4) with $k_B$ replaced by (25). Conductivities are in W/(m K).

| $L$ (nm) | $u$ | $\kappa/\kappa_0$ | $\kappa$ | $\kappa_{\rm Bose}$ | $M$ (nm) |
|---:|---:|---:|---:|---:|---:|
| 10 | 0.775 | 0.149 | 10.43 | 9.37 | 7.57 |
| 100 | 2.449 | 0.517 | 36.16 | 33.03 | 32.9 |
| 1000 | 7.746 | 0.814 | 56.92 | 52.86 | 104 |
| 10000 | 24.49 | 0.938 | 65.58 | 61.36 | 324 |

At 10 nm the short-length limit $CvL/3$ would be 14.0 W/(m K), a third above the actual value: $u^2=0.6$ is not small, and intrinsic scattering still matters. At 10 µm, equation (22) gives $1-0.0641+0.0017=0.938$, the 6% deficit of the opening. The mean path there is 324 nm, close to the limiting form $(\pi/4)\sqrt{L\Lambda_D}=321$ nm, although $\Lambda_D$ is only 16.7 nm.

Now extrapolate from the last two rows. The values of $1/\kappa$ are 0.01757 and 0.01525 m K/W at $1/L=1$ and 0.1 µm⁻¹. The line through them has the intercept $0.01525-0.1\times(0.00232/0.9)=0.01499$ m K/W, or 66.7 W/(m K), which is 4.6% below $\kappa_0$. Equation (24) predicts $\kappa_0/\kappa_{\rm lin}\approx1+1.571\times4.08/(31.6+100)=1.049$, in agreement with this shortfall. Plotting $\kappa$ against $L^{-1/2}$, as (22) suggests, does better. With abscissae 1 and 0.316 µm$^{-1/2}$, the intercept is $65.58+0.316\times8.66/0.684=69.6$ W/(m K), within 1% of $\kappa_0$.

The cutoff has $x_D=1.53$, so its modes hold 83% of their classical heat capacity. At $L=100$ nm, the bound (28) is $69.94\times0.1945\times0.247=3.36$ W/(m K), and the computed reduction is 3.13 W/(m K), or 8.6% of the classical value. The bulk value is lowered as well, to 65.7 W/(m K). Measured from it, the Bose conductivity at 10 µm is 6.6% low and the linear extrapolation 4.9% low, close to the classical 6% and 4.6%. The relative reduction from the classical value is 10% at 10 nm and 6.4% at 10 µm. This trend follows from the weight $s^2/(s^2+u^{-2})$ in the conductivity. When $L$ is reduced, low frequencies lose proportionally more weight than high ones, and the Bose reduction of the heat capacity grows with frequency.

### Where the result fails

The $L^{-1/2}$ law rests on the quadratic rate persisting to frequencies well below $\omega_B$. The deficit is measured from the bulk value, and by (16) the modes below $\omega_B$ supply half of it when $u\gg1$. A different low-frequency power changes the tail of (14) and with it the approach to the bulk. A surface that reflects long waves more specularly than short ones makes $B$ depend on frequency, and equation (8), derived for constant $B$, no longer applies as it stands.

In a real film, the loss also depends on a phonon's direction and on its distance from the surfaces. The single rate $v/L$ replaces the solution of that boundary-value problem by an approximation with one effective length. For conduction along a film of thickness $d$ with diffuse surfaces, phonons at grazing angles have paths that $d$ does not bound. The deficit still falls as $d^{-1/2}$ for thick films, with $L$ about $2.4\,d$. For $d\ll\Lambda_D$, however, the conductivity varies as $d\ln(\Lambda_D/d)$ and not linearly as in (21), so no fixed ratio $L/d$ holds there. Finally, equation (2) lets each mode relax on its own. In this model all branches have the same constant speed, so the heat current density is $v^2$ times the density of crystal momentum. Collisions that conserve total crystal momentum then leave the heat current unchanged, and where they dominate, independent relaxation of each mode is not an adequate description.
